# Acid blur against 193 nm standing waves and its lateral cost

**Question**

I'm working on this exercise: "A resist of index 1.7 is exposed at 193 nm. Find the isotropic acid blur that reduces the standing wave to 10 percent modulation. Show that a lateral sinusoid of 80 nm pitch then retains about 31 percent."

I know that acid diffuses during the post-exposure bake and smooths the fringes. But if the blur is the same in every direction, why doesn't it reduce the lateral image to 10 percent as well? I'm also unsure whether the fringe period is $\lambda/n$ or $\lambda/(2n)$, and which "diffusion length" is meant. Finally, would the answer survive in a real resist, with a quencher and a film of finite thickness?

**Answer**

The blur is the same in every direction, but the two patterns have different periods, and a given blur damps a short period more strongly than a long one. I take "to 10 percent" to mean one tenth of the initial modulation, where modulation is (max − min)/(max + min). I also assume that the acid concentration produced is proportional to the light intensity.

**The fringe period**

Let $z$ point upward from the substrate. At normal incidence the field is a downward wave plus a reflected wave of relative amplitude $r=|r|e^{i\phi}$:

$$E=e^{-ikz}+re^{ikz},\qquad k=\frac{2\pi n}{\lambda}.$$

Multiplying by the complex conjugate gives two constant terms and two cross terms, $re^{2ikz}$ and its conjugate:

$$|E|^2=1+|r|^2+2|r|\cos(2kz+\phi).$$

The intensity varies with wavenumber $2k$, not $k$, so its period is

$$P=\frac{2\pi}{2k}=\frac{\lambda}{2n}=\frac{193\ \text{nm}}{2\times1.7}=56.76\ \text{nm}.$$

**What a Gaussian blur does to a sinusoid**

Let $\sigma$ be the rms displacement of an acid molecule along one axis. An isotropic Gaussian is a product of three identical one-dimensional Gaussians. For a pattern that varies along one axis, the other two integrate to 1. With $G(u)$ the remaining Gaussian and $q=2\pi/p$ for period $p$,

$$\int G(u)\cos[q(z-u)]\,du=\cos(qz)\int G(u)\cos(qu)\,du+\sin(qz)\int G(u)\sin(qu)\,du.$$

The last integral vanishes because its integrand is odd. Call the other one $M(q)$. Differentiate it, and use $uG=-\sigma^2\,dG/du$:

$$\frac{dM}{dq}=-\int uG\sin(qu)\,du=\sigma^2\int\frac{dG}{du}\sin(qu)\,du=-\sigma^2q\,M.$$

The last step is an integration by parts, whose boundary terms vanish. Since $M=1$ at $q=0$,

$$M=e^{-q^2\sigma^2/2}=e^{-2\pi^2\sigma^2/p^2}.$$

The blur leaves the mean unchanged, so a profile $1+m_0\cos qz$ becomes $1+m_0M\cos qz$. Thus $M$ is the retained fraction of the modulation.

This also settles the diffusion length. The equation $\partial a/\partial t=D\nabla^2a$ damps a sinusoid by $e^{-Dq^2t}$. Comparing exponents gives $\sigma^2=2Dt$. The total rms displacement in three dimensions is $\sqrt3\,\sigma$, which is not the length to insert here.

**The required blur and its lateral cost**

Set $M=0.1$ at period $P$ and take the logarithm:

$$\frac{2\pi^2\sigma^2}{P^2}=\ln10\quad\Rightarrow\quad\sigma=P\sqrt{\frac{\ln10}{2\pi^2}}=0.3415\times56.76\ \text{nm}=19.4\ \text{nm}.$$

For a 60 s bake this means $D=\sigma^2/(2t)=3.13$ nm²/s.

For a lateral pitch $p$ and the same $\sigma$, the exponent is smaller by the factor $(P/p)^2$:

$$M(p)=\exp\!\left[-\ln10\,\frac{P^2}{p^2}\right]=0.1^{(P/p)^2}=0.1^{0.5035}=0.314.$$

That is the 31 percent. A very wide pitch would keep nearly all its modulation, a pitch equal to $P$ would keep 10 percent, and a finer pitch would keep less.

If the exercise instead meant an absolute modulation of 0.1, the initial contrast would matter. For $|r|=0.3$ it is $2|r|/(1+|r|^2)=0.6/1.09=0.55$. Replacing $\ln10$ by $\ln(0.5505/0.1)$ gives $\sigma=16.7$ nm, and the lateral sinusoid keeps 42 percent.

**Can these two patterns come from the same exposure?**

Not from a single pair of beams at this pitch. The calculation is correct for a given 80 nm acid sinusoid and a blur chosen from normal-incidence fringes, such as those in a large clear area lit on axis. Printing an 80 nm pitch requires oblique light, which has a different depth period. An extended source that also contains on-axis light would add normal-incidence fringes, but if the mask period, at image scale, is also 80 nm, that part of the light carries no 80 nm image.

The reason is that, with such a mask lit on axis, the first diffraction orders would need $n\sin\theta=\lambda/p=2.41$, more than the resist index itself. Two symmetric beams at $\pm\theta$ can do it. Their lateral intensity wavenumber is $2k\sin\theta=2\pi/p$, so

$$\sin\theta=\frac{\lambda}{2np}=0.7096,\qquad\cos\theta=0.7046.$$

The numerical aperture needed is $n\sin\theta=1.21$. Since this exceeds 1, it requires immersion. The depth period becomes

$$P_z=\frac{\lambda}{2n\cos\theta}=\frac{56.76\ \text{nm}}{0.7046}=80.6\ \text{nm}.$$

Take the electric field perpendicular to the plane of incidence, so that the fields add as scalars. The two beams and their reflections sum to

$$E=2\cos(kx\sin\theta)\left[e^{-ikz\cos\theta}+re^{ikz\cos\theta}\right].$$

Squaring, with $2\cos^2\alpha=1+\cos2\alpha$, gives an intensity proportional to

$$\left(1+\cos\frac{2\pi x}{p}\right)\left[1+m_0\cos\left(\frac{2\pi z}{P_z}+\phi\right)\right],\qquad m_0=\frac{2|r|}{1+|r|^2}.$$

This contains a lateral term, a depth term and a mixed term. The blur multiplies them by $M(p)$, $M(P_z)$ and $M(p)M(P_z)$. Because $\sin^2\theta+\cos^2\theta=1$,

$$\frac1{p^2}+\frac1{P_z^2}=\left(\frac{2n}{\lambda}\right)^2=\frac1{P^2}\quad\Rightarrow\quad M(p)M(P_z)=M(P)=0.1.$$

So with $\sigma=19.4$ nm, the mixed term falls to one tenth, but the pure depth fringe keeps $0.1/0.3137=0.319$ of its modulation. Reducing that fringe to one tenth takes $\sigma=0.3415\times80.56\ \text{nm}=27.5$ nm, which leaves only 9.7 percent of the lateral modulation. At this pitch the two periods are nearly equal, so isotropic diffusion cannot remove the fringe and spare the image. This product form holds only for the polarisation chosen above. With the electric field in the plane of incidence, the lateral and depth terms are each multiplied by $|\cos2\theta|=0.007$, because $\theta$ is close to 45°. Only the mixed term then survives, and there is almost no depth-averaged lateral image to preserve.

**What the quencher changes**

Let $h$ be the acid and $b$ the base concentration, with equal diffusivities and neutralisation rate $\kappa hb$:

$$\partial_th=D\nabla^2h-\kappa hb,\qquad\partial_tb=D\nabla^2b-\kappa hb.$$

Subtracting removes the reaction: $h-b$ obeys the plain diffusion equation. Let the initial acid be $h_0(1+m_0\cos qz)$ and the base a uniform $\beta h_0$. Then

$$h-b=h_0\left[1-\beta+m_0M\cos qz\right].$$

If acid exceeds base everywhere at the start and the reaction has time to finish, $b$ goes to zero. The acid modulation is then $m_0M/(1-\beta)$. For $m_0=0.3$ and $\beta=0.2$ it is $0.03/0.8=0.0375$, compared with 0.030 without base. With equal diffusivities, the quencher raises the relative modulation by lowering the mean; it does not restore the lost amplitude. A fully modulated lateral image starts with less acid than base in its darkest parts. The same formula still holds there if the blurred $h-b$ is positive everywhere and the reaction has time to finish. For $\beta=0.2$ the lateral modulation is then $0.314/0.8=0.39$. If the base diffuses more slowly than the acid, the subtraction is no longer exact; for an immobile base and a reaction that finishes, the value is about 0.40.

Uniform first-order acid loss is simpler. It multiplies the whole profile by one decaying factor, which cancels from the acid modulation at any given time.

**Acid at the end of the bake is not the deprotection profile**

Deprotection proceeds throughout the bake, including early on when the fringes are still strong. Suppose it follows the time-integrated acid, with all acid present at the start and none lost. For a bake of duration $T$, the retained fraction is

$$\frac1T\int_0^Te^{-Dq^2t}\,dt=\frac{1-e^{-Dq^2T}}{Dq^2T}=\frac{1-M}{\ln(1/M)}.$$

For the normal-incidence fringe this is $0.9/2.303=0.39$, not 0.10. For the lateral sinusoid it is 0.59, not 0.31. Acid loss does not cancel here, because it gives more weight to early times: a loss of one factor $e$ over the bake raises the two values to 0.46 and 0.65. The deprotected fraction is also proportional to the integral only while it is small. At a mean deprotection near one half, saturation lowers its lateral modulation to about 0.46. This is a large correction, so the exercise's percentages should be read as final acid modulations.

**A film has faces**

If acid cannot leave the film, its concentration gradient must vanish at both faces. A cosine fringe meets that condition when both faces lie at fringe extrema, which requires a reflection phase $\phi$ of 0 or $\pi$ and a thickness that is a multiple of $P/2$. A numerical solution for a film of thickness $2P=113.5$ nm, with an intensity minimum at the substrate, indeed gives a final peak-to-valley ratio of 0.100 relative to the start. With $\phi=90°$ the same film gives 0.48, so the phase of the substrate reflection matters as much as the thickness.

A 100 nm film with the same substrate condition gives 0.28. Relative to the film mean, and in units of the initial fringe amplitude, the acid deviation is −0.19 at the substrate, −0.16 at mid-film and +0.38 at the top. What remains is mainly an excess of acid near the top face. The film ends close to $1.75P$, at the end of a bright half-fringe. A no-flux face acts as a mirror: the acid spreads as if the profile continued beyond the face as its own reflection. The bright half-fringe therefore adjoins its mirror image, with no dark half-fringe between them. Together they form a bright band about $P$ wide, twice the usual width, which the blur damps less.

**How this compares with a real process**

An index of 1.7 and a 60 s bake near 110 °C are roughly typical of 193 nm chemically amplified resists. A blur of 19 nm is large for dense lines of 80 nm pitch: by the formula above, a blur of 10 nm would keep 73 percent of the lateral modulation instead of 31. Such processes also use an antireflective layer under the resist. It reduces $|r|$, and hence the initial fringe contrast, without blurring the image.

Real resists depart from the model in several ways:

- Absorption makes the dose fall with depth. For a chosen coefficient of 1.5 µm⁻¹, a single wave at normal incidence loses 14 percent of its intensity through 100 nm. Each oblique beam of the 80 nm image loses 19 percent, because its path is longer.
- Diffusivity depends on temperature. For a chosen activation energy of 1 eV, a bake 1 K hotter raises $D$ by 8.2 percent and $\sigma$ to 20.2 nm. The retained fractions become 0.083 for the normal-incidence fringe and 0.285 for the lateral sinusoid.
- Diffusivity can also change as the polymer deprotects. The Gaussian factor, which needs a $D$ that is the same everywhere in the film, is then only an approximation; I have not estimated that error here.

For these numbers, the choice between final and time-integrated acid matters far more to the lateral result than a 1 K bake error. The numerical output below gives most of the values to more digits.

## Table of computed values

```
Vacuum wavelength: 193.0 nm
Resist index: 1.70
Lateral pitch: 80.0 nm
Normal-incidence fringe period P: 56.76 nm
Blur sigma, formula: 19.39 nm
Blur sigma, root search: 19.39 nm
Ratio sigma/P: 0.3415
Squared ratio (P/pitch)^2: 0.5035
Lateral fraction retained, formula: 0.3137
Lateral fraction retained, quadrature: 0.3137
Bake time: 60 s
Acid diffusivity: 3.132 nm^2/s
Two-beam sine of angle in resist: 0.7096
Two-beam cosine of angle in resist: 0.7046
Two-beam numerical aperture needed: 1.206
On-axis numerical aperture needed: 2.413
Two-beam depth period: 80.56 nm
Two-beam depth fringe retained: 0.3188
Two-beam mixed term retained: 0.1000
Blur for 0.1 of two-beam depth fringe: 27.51 nm
Lateral fraction left by that blur: 0.0968
Reflected amplitude (magnitude): 0.30
Initial fringe modulation: 0.5505
Blur for absolute modulation 0.1: 16.69 nm
Lateral fraction at that blur: 0.4237
Time-integrated fringe fraction: 0.3909
Time-integrated lateral fraction: 0.5920
Initial acid modulation, quencher case: 0.30
Base / mean initial acid: 0.20
Final modulation without base: 0.0300
Final modulation with base: 0.0375
Film that fits the fringes: 113.53 nm
Peak-to-valley ratio, fitting film: 0.1000
Film that does not fit: 100.0 nm
Peak-to-valley ratio, that film: 0.2845
Shift on doubling the mesh: -0.000014
Deviation at substrate / initial amplitude: -0.1901
Deviation at mid-film / initial amplitude: -0.1594
Deviation at top / initial amplitude: 0.3789
Absorption coefficient: 1.50 1/um
Dose drop through 100 nm film: 0.1393
Bake temperature: 110 deg C
Activation energy: 1.00 eV
Diffusivity factor for +1 K: 1.0820
Blur for +1 K: 20.17 nm
Fringe fraction for +1 K: 0.0828
Lateral fraction for +1 K: 0.2852
```
